# Breit-Rosenthal Reduction of s-State Hyperfine Structure by Finite Nuclear Charge Radius: verification in Python

```python
"""Breit-Rosenthal reduction of s-state hyperfine structure.

Result under test: for a nuclear charge Z confined within radius R and a
point magnetic dipole at the centre, the hyperfine constant is reduced by
    delta = 1 - A_R/A_point = C R^(2 gamma - 1) / |I_point|,
which for 1s equals C/(q Gamma(2 gamma - 1)) (2 Z R)^(2 gamma - 1),
up to a relative remainder of order Z R ln(Z R).
Atomic units: zeta = Z alpha, gamma = sqrt(1 - zeta^2), q = zeta/(1+gamma).
I = integral of P Q / r^2, with P, Q the large and small radial functions.
C collects the short-distance contributions and depends on charge shape.
The independent side is the full radial Dirac equation, solved numerically.
The integrator uses g = P/r and f = Q/r on a logarithmic radial scale.
"""
import math
import numpy as np
from scipy import constants as const
from scipy.integrate import solve_ivp
from scipy.optimize import newton
from scipy.special import gamma as Gamma

ALPHA = const.fine_structure
C_LIGHT = 1.0 / ALPHA
BOHR = const.physical_constants["Bohr radius"][0] / const.angstrom
HARTREE = const.physical_constants["Hartree energy in eV"][0]
NUCLEAR_MAGNETON = const.m_e / (2.0 * const.m_p)


def coulomb_parameters(Z):
    zeta = Z * ALPHA
    gam = math.sqrt(1.0 - zeta**2)
    return zeta, gam, zeta / (1.0 + gam)


def point_state(Z, n):
    """Point-charge 1s or 2s state, scaled so that P -> r^gamma at r = 0."""
    zeta, gam, q = coulomb_parameters(Z)
    apparent_n = math.hypot(n - 1 + gam, zeta)
    eps = C_LIGHT**2 * ((n - 1 + gam) / apparent_n - 1.0)
    lam = Z / apparent_n
    p, s = [1.0], [-q]
    if n == 2:
        matrix = [[gam, -zeta], [zeta, gam + 2.0]]
        rhs = [lam - (2 * C_LIGHT + eps / C_LIGHT) * q,
               -lam * q - eps / C_LIGHT]
        p1, s1 = np.linalg.solve(matrix, rhs)
        p.append(p1)
        s.append(s1)
    hyper = norm = 0.0
    for i in range(n):
        for j in range(n):
            k = 2 * gam - 1 + i + j
            hyper += p[i] * s[j] * Gamma(k) / (2 * lam)**k
            norm += ((p[i] * p[j] + s[i] * s[j])
                     * Gamma(k + 2) / (2 * lam)**(k + 2))
    return eps, lam, p, s, hyper, norm


def core_solution(zeta, shape):
    """Scale-free interior solution: surface ratio t and integral J."""
    def rhs(x, y):
        depth = 1.0 if shape == "shell" else 0.5 * (3.0 - x * x)
        g, f, _ = y
        return [zeta * depth * f, -2 * f / x - zeta * depth * g, g * f]
    x0 = 1e-4
    w0 = zeta * (1.0 if shape == "shell" else 1.5)
    sol = solve_ivp(rhs, (x0, 1.0), [1.0, -w0 * x0 / 3, -w0 * x0**2 / 6],
                    method="DOP853", rtol=1e-11, atol=1e-15)
    g, f, integral = sol.y[:, -1]
    return -f / g, -integral / g**2


def shell_core(zeta):
    t = 1 / zeta - 1 / math.tan(zeta)
    J = 0.5 * zeta * (1 / math.sin(zeta)**2 - 1 / zeta**2)
    return t, J


def short_distance_terms(Z, shape):
    """Removed point part, true interior part, outside part, and eta."""
    zeta, gam, q = coulomb_parameters(Z)
    t, J = shell_core(zeta) if shape == "shell" else core_solution(zeta, shape)
    eta = (t - q) / (1 - t * q)
    removed = q / (2 * gam - 1)
    interior = (1 + eta * q)**2 * J
    outside = -eta * (1 + q * q) - eta**2 * q / (2 * gam + 1)
    return removed, interior, outside, eta


def predicted_delta(Z, R, shape, n=1):
    gam = coulomb_parameters(Z)[1]
    removed, interior, outside, _ = short_distance_terms(Z, shape)
    C = removed - interior + outside
    return C * R**(2 * gam - 1) / abs(point_state(Z, n)[4])


def prefactor(Z, shape):
    gam = coulomb_parameters(Z)[1]
    return predicted_delta(Z, 1.0, shape) / (2 * Z)**(2 * gam - 1)


def dirac_state(Z, R, shape, n=1):
    """Full Dirac bound state: energy, normalized I, and its part below R."""
    eps_point, lam_point = point_state(Z, n)[:2]

    def potential(r):
        if r >= R:
            return -Z / r
        if shape == "shell":
            return -Z / R
        return -Z / R * 0.5 * (3.0 - (r / R)**2)

    def integrate(y0, r_start, r_end, eps):
        def rhs(log_r, y):
            r = math.exp(log_r)
            W = (eps - potential(r)) / C_LIGHT
            g, f = y[0], y[1]
            return [r * (2 * C_LIGHT + W) * f, -2 * f - r * W * g,
                    r * g * f, r**3 * (g * g + f * f)]
        sol = solve_ivp(rhs, (math.log(r_start), math.log(r_end)), y0,
                        method="DOP853", rtol=1e-11, atol=1e-30)
        assert sol.success
        return sol.y[:, -1]

    r0, r_match, r_far = 1e-5 * R, 1.0 / Z, 30.0 / lam_point

    def both_sides(eps):
        W0 = (eps - potential(r0)) / C_LIGHT
        start = [1.0, -W0 * r0 / 3, -W0 * r0**2 / 6, r0**3 / 3]
        at_R = integrate(start, r0, R, eps)
        left = integrate(at_R, R, r_match, eps)
        M = 2 * C_LIGHT + eps / C_LIGHT
        lam = math.sqrt(-eps / C_LIGHT * M)
        f = -lam / M
        tail = [1.0, f, -f / (2 * lam), -r_far**2 * (1 + f * f) / (2 * lam)]
        right = integrate(tail, r_far, r_match, eps)
        return at_R, left, right

    def mismatch(eps):
        _, left, right = both_sides(eps)
        return left[1] / left[0] - right[1] / right[0]

    eps = newton(mismatch, eps_point, x1=eps_point * (1 - 1e-4),
                 tol=1e-9 * abs(eps_point))
    at_R, left, right = both_sides(eps)
    scale = (left[0] / right[0])**2
    norm = left[3] - scale * right[3]
    return eps, (left[2] - scale * right[2]) / norm, at_R[2] / norm


def numerical_delta(Z, state, n=1):
    hyper, norm = point_state(Z, n)[4:]
    return 1.0 - state[1] / (hyper / norm)


def check_remainder(Z, R, numerical, predicted):
    """The relative remainder must stay below x(1+|ln x|), x = 2ZR."""
    x = 2 * Z * R
    remainder = numerical / predicted - 1.0
    assert abs(remainder) < x * (1 + abs(math.log(x))), (Z, R, remainder)
    return remainder


# Angular factor of the dipole coupling, from explicit Pauli matrices.
pauli = np.array([[[0, 1], [1, 0]], [[0, -1j], [1j, 0]], [[1, 0], [0, -1]]])
nodes, weights = np.polynomial.legendre.leggauss(8)
angular = 0.0
for u, weight in zip(nodes, weights):
    for phi in np.arange(8) * math.pi / 4:
        side = math.sqrt(1 - u * u)
        unit = np.array([side * math.cos(phi), side * math.sin(phi), u])
        sigma_r = np.tensordot(unit, pauli, axes=1)
        cross_z = unit[0] * pauli[1] - unit[1] * pauli[0]
        element = (cross_z @ (-1j * sigma_r))[0, 0]
        angular += weight / 16 * 2 * element.real
assert abs(angular + 4 / 3) < 1e-12

# The point-charge functions must satisfy the radial Dirac equations.
for n in (1, 2):
    Z = 80
    zeta, gam, q = coulomb_parameters(Z)
    eps, lam, p, s, hyper, norm = point_state(Z, n)
    for r in (0.002, 0.01, 0.05):
        poly_p = sum(a * r**k for k, a in enumerate(p))
        poly_s = sum(a * r**k for k, a in enumerate(s))
        dp = sum(k * a * r**(k - 1) for k, a in enumerate(p) if k)
        ds = sum(k * a * r**(k - 1) for k, a in enumerate(s) if k)
        W = (eps + Z / r) / C_LIGHT
        log_slope = gam / r - lam
        res_p = (dp + log_slope * poly_p - poly_p / r
                 - (2 * C_LIGHT + W) * poly_s)
        res_s = ds + log_slope * poly_s + poly_s / r + W * poly_p
        size = (abs(poly_p) + abs(poly_s)) * (2 * C_LIGHT + W + 1 / r)
        assert max(abs(res_p), abs(res_s)) < 1e-10 * size
    if n == 1:
        closed = -ALPHA * Z**3 / (gam * (2 * gam - 1))
        assert abs(hyper / norm / closed - 1) < 1e-11

# Closed shell interior against direct integration.
for Z in (20, 50, 80):
    zeta = Z * ALPHA
    assert np.allclose(shell_core(zeta), core_solution(zeta, "shell"),
                       rtol=1e-6, atol=0)

# Weak-field limit: delta -> 2 Z <r>, with <r> = R or 3R/4.
limit_shell, limit_sphere = prefactor(1, "shell"), prefactor(1, "sphere")
assert abs(limit_shell - 1.0) < 2e-3
assert abs(limit_sphere - 0.75) < 2e-3

# Main case: three decades of radius for both charge shapes.
Z, R_ANGSTROM = 80, 7e-5
R = R_ANGSTROM / BOHR
zeta, gam, q = coulomb_parameters(Z)
exponent = 2 * gam - 1
eps_point, _, _, _, hyper, norm = point_state(Z, 1)
I_point = hyper / norm
table, states, slopes = {}, {}, {}
for shape in ("shell", "sphere"):
    table[shape] = []
    for factor in (1.0, 0.1, 0.01, 0.001):
        state = dirac_state(Z, R * factor, shape)
        found = numerical_delta(Z, state)
        formula = predicted_delta(Z, R * factor, shape)
        remainder = check_remainder(Z, R * factor, found, formula)
        table[shape].append((R_ANGSTROM * factor, found, formula, remainder))
        if factor == 1.0:
            states[shape] = state
    slopes[shape] = math.log10(table[shape][2][1] / table[shape][3][1])
    assert abs(slopes[shape] - exponent) < 3e-3
    # Interior contribution alone, at the smallest radius.
    interior = short_distance_terms(Z, shape)[1]
    expected = -interior * (R * 0.001)**exponent / norm
    assert abs(state[2] / expected - 1) < 3e-3

# Other charges and the 2s state at one tenth of the radius.
scan = []
for other_Z in (20, 50):
    found = numerical_delta(other_Z, dirac_state(other_Z, R / 10, "shell"))
    formula = predicted_delta(other_Z, R / 10, "shell")
    check_remainder(other_Z, R / 10, found, formula)
    scan.append((other_Z, found, formula))
scan.append((Z, table["shell"][1][1], table["shell"][1][2]))
found_2s = numerical_delta(Z, dirac_state(Z, R / 10, "shell", 2), 2)
formula_2s = predicted_delta(Z, R / 10, "shell", 2)
check_remainder(Z, R / 10, found_2s, formula_2s)

# Splitting for spin 1/2 and one nuclear magneton: (mu/I)(I+1/2) = 2 mu.
to_splitting = 8 * ALPHA / 3 * 2 * NUCLEAR_MAGNETON * HARTREE

print(f"Z = {Z}, R = {R_ANGSTROM:.1e} angstrom")
print(f"zeta = {zeta:.6f}, gamma = {gam:.6f}, q = {q:.6f}")
print(f"exponent 2 gamma - 1 = {exponent:.6f}")
print(f"2ZR (dimensionless) = {2 * Z * R:.6f}")
print(f"(2ZR)^(2 gamma - 1) = {(2 * Z * R)**exponent:.6f}")
print(f"Gamma(2 gamma - 1) = {Gamma(exponent):.6f}")
print(f"angular factor = {angular:.6f}")
print(f"weak-field b, Z=1: shell {limit_shell:.5f}, sphere {limit_sphere:.5f}")
for shape in ("shell", "sphere"):
    t, J = core_solution(zeta, shape)
    removed, interior, outside, eta = short_distance_terms(Z, shape)
    print(f"{shape}: t = {t:.6f}, J = {J:.6f}, eta = {eta:.6f}")
    print(f"{shape}: removed point term = {removed:.6f}")
    print(f"{shape}: true interior term = {interior:.6f}")
    print(f"{shape}: outside term = {outside:.6f}")
    print(f"{shape}: C = {removed - interior + outside:.6f}")
    print(f"{shape}: b = {prefactor(Z, shape):.6f}")
    print(f"{shape}: R/angstrom, delta Dirac, delta formula, remainder")
    for radius, found, formula, remainder in table[shape]:
        print(f"  {radius:.1e}  {found:.7f}  {formula:.7f}  {remainder:+.2e}")
    print(f"{shape}: local exponent, last decade = {slopes[shape]:.5f}")
print(f"shell, R = {R_ANGSTROM / 10:.1e} angstrom: Z, Dirac, formula, b")
for other_Z, found, formula in scan:
    b_value = prefactor(other_Z, "shell")
    print(f"  {other_Z}  {found:.7f}  {formula:.7f}  {b_value:.5f}")
print(f"2s, Z=80, same R: Dirac {found_2s:.7f}, formula {formula_2s:.7f}")
print(f"point 1s binding energy = {-eps_point * HARTREE:.2f} eV")
print(f"point 1s hyperfine splitting = {to_splitting * abs(I_point):.5f} eV")
for shape in ("shell", "sphere"):
    energy, integral, _ = states[shape]
    shift = (energy - eps_point) * HARTREE
    print(f"{shape}: 1s energy shift = {shift:.3f} eV")
    print(f"{shape}: splitting = {to_splitting * abs(integral):.5f} eV")
print("done: every assertion held")
```

Running it gives:

```
Z = 80, R = 7.0e-05 angstrom
zeta = 0.583788, gamma = 0.811906, q = 0.322196
exponent 2 gamma - 1 = 0.623812
2ZR (dimensionless) = 0.021165
(2ZR)^(2 gamma - 1) = 0.090261
Gamma(2 gamma - 1) = 1.437000
angular factor = -1.333333
weak-field b, Z=1: shell 1.00004, sphere 0.75004
shell: t = 0.199166, J = 0.104307, eta = -0.131466
shell: removed point term = 0.516495
shell: true interior term = 0.095657
shell: outside term = 0.142991
shell: C = 0.563828
shell: b = 1.217784
shell: R/angstrom, delta Dirac, delta formula, remainder
  7.0e-05  0.1120178  0.1099183  +1.91e-02
  7.0e-06  0.0262435  0.0261371  +4.07e-03
  7.0e-07  0.0062189  0.0062151  +6.12e-04
  7.0e-08  0.0014780  0.0014779  +8.14e-05
shell: local exponent, last decade = 0.62404
sphere: t = 0.242446, J = 0.147196, eta = -0.086508
sphere: removed point term = 0.516495
sphere: true interior term = 0.139105
sphere: outside term = 0.094569
sphere: C = 0.471959
sphere: b = 1.019360
sphere: R/angstrom, delta Dirac, delta formula, remainder
  7.0e-05  0.0936018  0.0920084  +1.73e-02
  7.0e-06  0.0219531  0.0218784  +3.41e-03
  7.0e-07  0.0052050  0.0052024  +5.02e-04
  7.0e-08  0.0012371  0.0012371  +6.61e-05
sphere: local exponent, last decade = 0.62400
shell, R = 7.0e-06 angstrom: Z, Dirac, formula, b
  20  0.0006326  0.0006318  1.01587
  50  0.0036289  0.0036185  1.09683
  80  0.0262435  0.0261371  1.21778
2s, Z=80, same R: Dirac 0.0279961, formula 0.0278787
point 1s binding energy = 96115.84 eV
point 1s hyperfine splitting = 2.12741 eV
shell: 1s energy shift = 81.744 eV
shell: splitting = 1.88910 eV
sphere: 1s energy shift = 54.051 eV
sphere: splitting = 1.92828 eV
done: every assertion held
```
